# Thermal Linewidth of One Defect Level in Subgap Density Extraction

## Problem

An amorphous oxide film contains identical defects, each with one occupied level below the conduction band. Light lifts the electron into a delocalized band state, and the ionized defect then relaxes its surroundings. The following model describes one defect.

- The thermal ionization energy, measured between the relaxed occupied state and the relaxed ionized state with the electron at the band edge, is $E_{\rm th}=2.0$ eV.
- The lattice is classical and harmonic. Ionization displaces its equilibrium position but leaves its force constants unchanged; this is linear coupling.
- The relaxation energy $\lambda=0.3$ eV is the energy the lattice releases after one vertical transition, that is, a transition during which the nuclei do not move.
- Before absorption, the lattice is in equilibrium at $T=300$ K.

Energies are in eV, and $k_BT=0.02585$ eV.

(a) Find the distribution of vertical ionization energies and its full width at half maximum (FWHM). Does the answer change if many modes are coupled?

(b) A subgap density is extracted by differentiating the optical signal with respect to photon energy, on the assumption that the traps are rigid levels. What density is reported for $N=10^{17}$ cm$^{-3}$ identical defects?

(c) The extracted curve has a FWHM of 0.355 eV. How much real spread of trap energies does this imply?

(d) Replace the classical lattice by a quantum one. How does the width change, and can a measurement at two temperatures separate lattice broadening from static disorder?

(e) Which other assumptions matter for a real film?

## Solution

### (a) Distribution of vertical energies

Let $Q$ be the lattice coordinate, $k$ its force constant and $Q_0$ the displacement of the ionized equilibrium. The two potential energies are

$$U_i=\tfrac12 kQ^2,\qquad U_f=E_{\rm th}+\tfrac12 k(Q-Q_0)^2 .$$

A vertical transition from $Q=0$ ends at $U_f(0)=E_{\rm th}+\tfrac12kQ_0^2$. The lattice then relaxes to $Q_0$, where $U_f=E_{\rm th}$, so $\lambda=\tfrac12kQ_0^2$.

For a nuclear configuration frozen at $Q$, the photon must supply

$$\Delta(Q)=U_f-U_i=E_{\rm th}+\tfrac12k(Q^2-2QQ_0+Q_0^2)-\tfrac12kQ^2
=E_{\rm th}+\lambda-kQ_0Q .$$

The quadratic terms cancel because the force constants are equal. The Boltzmann weight $e^{-kQ^2/2k_BT}$ is a Gaussian with $\langle Q\rangle=0$ and $\langle Q^2\rangle=k_BT/k$. Since $\Delta$ is linear in $Q$, it is also Gaussian, with

$$\langle\Delta\rangle=E_{\rm th}+\lambda,\qquad
\sigma^2=k^2Q_0^2\,\frac{k_BT}{k}=kQ_0^2\,k_BT=2\lambda k_BT .$$

The force constant drops out at fixed $\lambda$: a stiffer lattice fluctuates less, but its gap energy changes more steeply with $Q$.

A Gaussian falls to half its maximum where $e^{-x^2/2\sigma^2}=\tfrac12$, so $x=\pm\sigma\sqrt{2\ln2}$. The full width is therefore

$$W=2\sqrt{2\ln2}\,\sigma=4\sqrt{\ln2\;\lambda k_BT}.$$

The numbers are

$$\sigma^2=2(0.3)(0.02585)=0.01551\ {\rm eV}^2,\qquad \sigma=0.1245\ {\rm eV},$$

$$W=2.355\times0.1245=0.293\ {\rm eV}=293\ {\rm meV}.$$

This is more than ten times $k_BT$, although every defect is identical.

**Many modes.** Let $\mathbf x$ collect the coordinates, $K$ be the positive-definite force matrix and $\mathbf g$ the coupling vector:

$$U_i=\tfrac12\mathbf x^TK\mathbf x,\qquad U_f=U_i+E_v-\mathbf g^T\mathbf x ,$$

where $E_v$ is the vertical energy at $\mathbf x=0$. Setting the gradient of $U_f$ to zero gives $\mathbf x_*=K^{-1}\mathbf g$. The energy released is

$$\lambda=U_f(0)-U_f(\mathbf x_*)=\mathbf g^TK^{-1}\mathbf g-\tfrac12\mathbf g^TK^{-1}\mathbf g=\tfrac12\mathbf g^TK^{-1}\mathbf g .$$

The classical covariance is $\langle\mathbf x\mathbf x^T\rangle=k_BTK^{-1}$, so the variance of $\mathbf g^T\mathbf x$ is $k_BT\,\mathbf g^TK^{-1}\mathbf g=2\lambda k_BT$. A linear combination of jointly Gaussian coordinates is Gaussian, so the whole result survives. What matters is the total relaxation energy.

**Convention for $\lambda$.** Emission from the relaxed ionized state samples $Q$ around $Q_0$. Its mean energy is $E_{\rm th}+\lambda-kQ_0^2=E_{\rm th}-\lambda=1.7$ eV, whereas absorption is centred at 2.3 eV. The Stokes separation is thus $2\lambda=0.6$ eV. If a quoted 0.3 eV were this separation, $\lambda$ would be 0.15 eV and the width would fall by $\sqrt2$ to 0.207 eV.

### (b) What the extraction reports

Assume that a frozen configuration contributes nothing for $h\nu<\Delta$ and a constant amount for $h\nu>\Delta$. Assume also that the light is too weak to change the occupation appreciably. In units of one step per defect, the signal is

$$A(h\nu)=N\int_{-\infty}^{h\nu}p(\Delta)\,d\Delta,\qquad
\frac{dA}{d(h\nu)}=N\,p(h\nu),$$

where $p$ is the Gaussian of part (a). An analysis with rigid levels reads this derivative as a density of traps at depth $h\nu$ below the band edge. It reports a band of traps with FWHM 0.293 eV and peak density

$$\frac{N}{\sigma\sqrt{2\pi}}=\frac{10^{17}}{0.1245\times2.507}
=3.2\times10^{17}\ {\rm cm^{-3}\,eV^{-1}} .$$

The area is the correct $N$, but the other two readings are wrong. The width is thermal motion, and the centre lies at 2.3 eV instead of the thermal depth of 2.0 eV, an offset equal to $\lambda$.

Rigid traps whose depths followed the same Gaussian would give the same $A(h\nu)$. Under these assumptions, one spectrum at one temperature cannot distinguish the two cases.

### (c) Adding real disorder

Suppose the defects also differ in $E_{\rm th}$, independently of their lattice fluctuations and with the same $\lambda$. The vertical energy is then a sum of two independent variables, so the variances add. If both distributions are Gaussian, so is their sum, and the widths obey

$$W_{\rm tot}^2=W_{\rm static}^2+W^2 .$$

For the observed curve,

$$W_{\rm static}=\sqrt{0.355^2-0.293^2}=0.20\ {\rm eV}.$$

Reading the entire 0.355 eV as trap disorder would overstate the real spread by nearly 80 percent of its value. The subtraction is also sensitive to the lattice width, as part (d) shows.

### (d) Quantum lattice

Take one mode of angular frequency $\omega$. Let $H_i$ and $H_f$ be the lattice Hamiltonians before and after ionization. They share the same kinetic energy, so $H_f-H_i=\Delta(Q)$, now an operator. For an initial state $|i\rangle$ of energy $E_i$, the line to final state $|f\rangle$ has weight $|\langle f|i\rangle|^2$. Completeness of the final states gives

$$\sum_f|\langle f|i\rangle|^2(E_f-E_i)=\langle i|(H_f-E_i)|i\rangle=\langle i|\Delta|i\rangle ,$$

$$\sum_f|\langle f|i\rangle|^2(E_f-E_i)^2=\big\|(H_f-E_i)|i\rangle\big\|^2=\langle i|\Delta^2|i\rangle ,$$

because $(H_f-E_i)|i\rangle=(H_f-H_i)|i\rangle=\Delta|i\rangle$. After thermal averaging, the variance of the spectrum is again $k^2Q_0^2\langle Q^2\rangle$.

The mean energy of the oscillator is $\tfrac12\hbar\omega\coth(\hbar\omega/2k_BT)$, half of it potential. Therefore $\tfrac12k\langle Q^2\rangle=\tfrac14\hbar\omega\coth(\hbar\omega/2k_BT)$, and

$$\sigma_q^2=2\lambda k\langle Q^2\rangle=\lambda\hbar\omega\coth\frac{\hbar\omega}{2k_BT}.$$

For $\hbar\omega\ll k_BT$, the expansion $\coth x\simeq1/x+x/3$ gives

$$\sigma_q^2\simeq2\lambda k_BT+\frac{\lambda(\hbar\omega)^2}{6k_BT},$$

so the classical width is approached from above.

The quantum spectrum is a set of lines with a slightly skewed envelope, so its width is quoted here as $2.355\,\sigma_q$. At 300 K this is 0.300, 0.320 and 0.349 eV for $\hbar\omega=0.02$, 0.04 and 0.06 eV. The last value exceeds the classical width by 19 percent.

This changes the answer to (c). With a 0.04 eV phonon, and with the slightly skewed envelope approximated by a Gaussian, subtraction of variances leaves $\sqrt{0.355^2-0.320^2}\simeq0.15$ eV of static width, not 0.20 eV. Keeping the skewed line shape in the convolution raises this to 0.16 eV.

**Two temperatures.** Classically, the lattice variance is proportional to $T$, while static disorder adds a constant. A straight line through the variances at $T_1<T_2$ would then have the static variance as its intercept at $T=0$. For the quantum mode without any disorder, the same construction gives

$$\sigma_0^2=\frac{T_2\sigma_q^2(T_1)-T_1\sigma_q^2(T_2)}{T_2-T_1}.$$

This is positive if $\sigma_q^2/T$ decreases with temperature. With $x=\hbar\omega/2k_BT$, that ratio is proportional to $x\coth x$, and

$$\frac{d}{dx}(x\coth x)=\frac{\sinh x\cosh x-x}{\sinh^2x}>0\qquad(x>0).$$

Since $x$ falls as $T$ rises, the intercept is positive. For $\hbar\omega=0.04$ eV and temperatures of 300 and 400 K, it corresponds to a false static FWHM of 0.17 eV.

Cooling alone does not remove the lattice width either. At 10 K the classical formula gives $0.293/\sqrt{30}=0.054$ eV, but zero-point motion keeps the quantum value at 0.258 eV. If $\lambda$ is not known separately, a two-temperature analysis therefore needs the coth law and an independent estimate of the phonon energy.

### (e) Other assumptions and the real film

**Band onset.** Among the changes examined in this part, replacing the step of part (b) alters the extracted width most. If the band density of states rises as the square root of energy and the transition strength is constant, each configuration contributes $\sqrt{h\nu-\Delta}$ above threshold. The derivative becomes

$$\frac{dA}{d(h\nu)}\propto\int_{-\infty}^{h\nu}\frac{p(\Delta)}{2\sqrt{h\nu-\Delta}}\,d\Delta ,$$

which has a slowly falling tail on the high-energy side. Its FWHM is 0.59 eV and its peak lies $0.765\,\sigma$ above the centre, at 2.40 eV. The distribution of vertical energies still has a width of 0.293 eV; the rest comes from differentiating with the wrong onset.

**Unequal force constants.** Let the final force constant be $rk$, with $\lambda=\tfrac12rkQ_0^2$ held fixed. Then

$$\Delta=E_{\rm th}+\lambda-rkQ_0Q+\tfrac12(r-1)kQ^2 .$$

For a Gaussian $Q$, the covariance of $Q$ and $Q^2$ vanishes and the variance of $Q^2$ is $2(k_BT/k)^2$. Hence

$$\sigma^2=r^2k^2Q_0^2\frac{k_BT}{k}+\frac{(r-1)^2k^2}{4}\,\frac{2(k_BT)^2}{k^2}
=2r\lambda k_BT+\tfrac12(r-1)^2(k_BT)^2 .$$

The width $2.355\,\sigma$ is 0.26 eV for $r=0.8$ and 0.32 eV for $r=1.2$.

**Smaller corrections.** With step onsets, a signal strength proportional to photon energy raises the extracted FWHM to 0.308 eV. A Gaussian optical bandwidth with a FWHM of 10 nm, which is 0.043 eV at 2.3 eV, would by itself raise the width from 0.293 to 0.296 eV. For an assumed Fermi level 0.2 eV below the band edge, the Boltzmann factors are about $10^{-30}$ for an empty defect level and $4\times10^{-4}$ for a filled band-edge state, so neither occupation matters here.

**Comparison with a device material.** The setting resembles amorphous In–Ga–Zn–O. Its gap of roughly 3 eV lies 5.6 classical standard deviations $\sigma$ above the centre of the Gaussian at 2.3 eV (4.7 quantum ones for a 0.06 eV phonon), so with step onsets the extracted curve would lie below the gap. With a square-root onset, its high-energy tail would extend past the gap and overlap the band-to-band signal. The values of $E_{\rm th}$, $\lambda$ and $N$ are chosen model values, not measurements of a particular defect, and the phonon energies are a rough range for an oxide. A real amorphous film breaks the assumption of identical sites, so some static spread is expected; its size has to come from the data. Within this model, an extracted width of about 0.3 eV at 300 K needs no trap distribution at all if $\lambda$ is 0.3 eV and the onset is step-like. With a square-root onset and a constant transition strength, the apparent width is about twice as large. This factor is not general: a strength falling as $1/h\nu$ gives 0.43 eV, and the deep-level form $(h\nu-\Delta)^{3/2}/(h\nu)^3$ gives 0.96 eV with its peak at 2.59 eV. The onset of the actual defect must be known before a width is interpreted.

## Calculated quantities

```
relaxation energy: 0.30 eV
temperature: 300 K
thermal energy kT: 0.02585 eV
rough band gap of the film: 3.0 eV
thermal ionization energy: 2.00 eV
mean vertical ionization energy: 2.300 eV
mean emission energy: 1.700 eV
Stokes separation: 0.600 eV
variance 2*relaxation*kT: 0.015511 eV^2
standard deviation: 0.1245 eV
FWHM, formula: 0.2933 eV = 293 meV
FWHM, extracted curve: 0.2933 eV
FWHM if 0.3 eV were the Stokes separation: 0.2074 eV
three-mode variance over 2*relaxation*kT: 1.000000
trap density: 1.0e+17 cm^-3
apparent peak density: 3.203e+17 cm^-3 eV^-1
added static FWHM: 0.20 eV
combined FWHM, convolution: 0.3550 eV
quantum rms-equivalent FWHM, phonon 0.02 eV: 0.3004 eV (+2.4 percent)
quantum rms-equivalent FWHM, phonon 0.04 eV: 0.3202 eV (+9.2 percent)
quantum rms-equivalent FWHM, phonon 0.06 eV: 0.3486 eV (+18.9 percent)
largest cumulative error, phonon 0.01 eV: 0.00160
quantum FWHM at 10 K, phonon 0.04 eV: 0.2580 eV
extrapolation temperatures: 300 and 400 K
false static FWHM, phonon 0.04 eV: 0.1682 eV
FWHM, final force constant x0.8: 0.2625 eV
FWHM, final force constant x1.2: 0.3214 eV
derivative FWHM, square-root onset: 0.591 eV
derivative peak, square-root onset: 2.394 eV
derivative FWHM, strength prop. to photon energy: 0.3084 eV
optical bandwidth: 10 nm = 0.0427 eV
FWHM with Gaussian optical bandwidth: 0.2964 eV
assumed Fermi depth below band edge: 0.2 eV
Boltzmann factor for an empty level: 5.8e-31
Boltzmann factor for a filled band-edge state: 4.4e-04
```
